\section*{Disturb Voltage on an Unselected Ferroelectric Cell with a Shared Plate Line}

In a ferroelectric memory built from cells with one transistor and one capacitor, many capacitors may share a single plate line. To read or write one cell, the circuit raises the plate line by a voltage $V$ and turns on that cell's access transistor. The other cells on the line receive the same step on one electrode while their transistors stay off. Their second electrodes, the storage nodes, are then connected to nothing that can supply charge. If such a node followed the plate perfectly, its ferroelectric film would feel no voltage. It does not quite follow, because the node also has some capacitance to its surroundings, and the part of the step that remains across the film can disturb the stored polarization.

Let $V_P$ be the plate potential, $V_S$ the storage-node potential, and
\begin{equation}
V_f=V_P-V_S
\end{equation}
the voltage across the ferroelectric capacitor. Let $Q_f(V_f)$ be the charge on its plate-side electrode, including the charge that belongs to the remanent polarization. The node-side electrode carries $-Q_f$. The node also faces conductors whose potentials do not change during the step, such as the substrate, the word line of the unselected row and a bit line held at zero. Their combined capacitance to the node is $C_p$. Taking these potentials as zero, the charge on the isolated node is
\begin{equation}
Q_S=C_pV_S-Q_f(V_f).
\end{equation}
Other fixed potentials would add a constant to $Q_S$ and would not affect its changes.

With the transistor off, and with leakage neglected for the moment, no charge enters or leaves the node. Hence $\Delta Q_S=0$, or
\begin{equation}
C_p\,\Delta V_S=\Delta Q_f. \label{balance}
\end{equation}
The two capacitors are in series for changes of charge. Only the change of $Q_f$ appears, so the remanent charge, present before and after the step, cancels as long as the polarization does not switch.

For a small change of voltage the ferroelectric is described by its slope at the stored state,
\begin{equation}
\Delta Q_f=C_f\,\Delta V_f,\qquad C_f=\frac{dQ_f}{dV_f}.
\end{equation}
The plate rises by $V$, so the definition of $V_f$ gives $\Delta V_S=V-\Delta V_f$. Putting both relations into the charge balance,
\begin{align}
C_p(V-\Delta V_f)&=C_f\,\Delta V_f,\\
C_pV&=(C_p+C_f)\,\Delta V_f,\\
\Delta V_f&=V\,\frac{C_p}{C_p+C_f}. \label{disturb}
\end{align}
The node itself rises by
\begin{equation}
\Delta V_S=V-\Delta V_f=V\,\frac{C_f}{C_p+C_f}.
\end{equation}
If the film had no voltage across it beforehand, $\Delta V_f$ is the whole disturb voltage. Otherwise it adds to the initial value.

The numerator contains the parasitic capacitance because the smaller of two series capacitors takes the larger share of the voltage. When $C_p\to0$, nothing holds the node back, it rises with the plate, and the disturb vanishes. When $C_p\to\infty$, the node is pinned and the film receives all of $V$. The formula also shows what happens when a cell is made smaller. For a film of fixed thickness $C_f$ is proportional to the area, so if $C_p$ stays the same the disturb grows as the area shrinks.

Consider a hafnium zirconium oxide film of thickness $d=10$ nm and area $A=0.1\ \mu\mathrm{m}^2$, with relative permittivity $\varepsilon_r=30$. Its non-switching capacitance is
\begin{equation}
C_f=\frac{\varepsilon_0\varepsilon_rA}{d}=2.656\ \mathrm{fF}.
\end{equation}
Take $C_p=0.3$ fF and a plate step of 2.5 V. Suppose first that the step favours the polarization already stored, so that the film responds as a dielectric. Then
\begin{equation}
\Delta V_f=2.5\ \mathrm{V}\times\frac{0.3}{0.3+2.656}=0.254\ \mathrm{V},
\end{equation}
about 10\% of the step. The storage node rises by the remaining 2.246 V. The field in the film is 0.254 V divided by 10 nm, or 0.254 MV/cm, compared with a coercive field of 1 MV/cm, which for this thickness means a coercive voltage $V_c=1$ V. With a quarter of the area and the same $C_p$, $C_f$ would be 0.664 fF and the disturb would be $2.5\times0.3/0.964=0.78$ V, much closer to $V_c$.

What counts as $C_p$ depends on which conductors move. A stray capacitance $C_x$ between the node and the plate line has the same voltage change as the ferroelectric and belongs with $C_f$. For $C_x=0.05$ fF the disturb falls slightly, to $2.5\times0.3/3.006=0.2495$ V. A capacitance between two neighbouring storage nodes has no effect if both nodes float, belong to identical cells on the same plate line, have the same surroundings, their other neighbours included, and start alike: they rise together, so the voltage between them does not change. If the neighbours are held at zero, they act as fixed conductors. Two such neighbours, each coupled by 0.02 fF, raise $C_p$ to 0.34 fF and the disturb to $2.5\times0.34/2.996=0.284$ V. The disturb on one cell can therefore depend on what is done to the cells beside it.

The same balance describes a selected cell whose bit line has been left floating. Its transistor joins the node to the bit-line capacitance $C_{BL}$, and $C_p$ is replaced by $C_p+C_{BL}$. With $C_{BL}=30$ fF, the linear formula gives $2.5\times30.3/32.956=2.30$ V. This exceeds the coercive voltage, so a linear description is no longer adequate if the stored polarization opposes the step, but it shows why the transistor matters: it connects the node to a capacitance large enough to hold it back.

Nothing in the charge balance requires the step to be sudden. If $C_f$ and $C_p$ are constant and leakage is absent, the balance holds at each instant of the edge, and
\begin{equation}
V_f(t)=\frac{C_p}{C_p+C_f}\,V_P(t)
\end{equation}
when both voltages start from zero. Resistance in the plate line delays $V_P(t)$ but does not alter the ratio.

Leakage does alter it. Let the off transistor be represented by a resistance $R$ from the node to a bit line at zero. The node now loses charge at the rate $V_S/R$, so that
\begin{equation}
\frac{d}{dt}\left(C_pV_S-C_fV_f\right)=-\frac{V_S}{R}.
\end{equation}
After the edge the plate is constant, $V_f=V-V_S$, and therefore $dV_f/dt=-dV_S/dt$. This gives
\begin{equation}
(C_p+C_f)\frac{dV_S}{dt}=-\frac{V_S}{R}.
\end{equation}
The node decays from its initial value $VC_f/(C_p+C_f)$ with time constant $\tau=R(C_p+C_f)$, and the voltage across the film is
\begin{equation}
V_f(t)=V\left[1-\frac{C_f}{C_p+C_f}e^{-t/\tau}\right]. \label{leak}
\end{equation}
At $t=0$ this is the capacitive result. At long times it tends to $V$: the leaking transistor has brought the node back to the bit-line potential, and the protection given by floating is lost.

For an assumed $R=1$ T$\Omega$ at 300 K, $\tau=2.96$ ms. During a 50 ns pulse the disturb voltage rises by only 38 $\mu$V, which is close to $2.246\ \mathrm{V}\times50\ \mathrm{ns}/2.96\ \mathrm{ms}$. If the plate stays high, however, the voltage across a film that responds as a dielectric reaches $V_c$ when
\begin{equation}
t_c=\tau\ln\left[\frac{VC_f}{(C_p+C_f)(V-V_c)}\right]
=2.96\ \mathrm{ms}\times\ln\frac{2.246}{1.5}=1.19\ \mathrm{ms}.
\end{equation}
A constant resistance is only a model of the off transistor, whose subthreshold current is not proportional to the node voltage. If the initial current of 2.246 pA stayed constant instead, the time would be $2.956\ \mathrm{fF}\times0.746\ \mathrm{V}/2.246\ \mathrm{pA}=0.98$ ms, so these times give the scale only. A film whose stored state opposes the step takes longer, because its switching charge must also pass through the transistor: about 12 ms for the model branch introduced below. A higher temperature shortens both times. If the leakage follows an activation energy of 0.6 eV, also an assumption, it grows by a factor $\exp[(0.6\ \mathrm{eV}/k_B)(1/300\ \mathrm{K}-1/358\ \mathrm{K})]=43$ between 300 and 358 K. The time constant becomes 69 $\mu$s, and $t_c$ falls by the same factor to about 28 $\mu$s. A 50 ns pulse is still short on that scale.

The direction of the step matters too. Suppose that the access transistor is an $n$-channel device with its gate and bit line at zero. A rising plate lifts the node, the bit line acts as the source, and the gate-to-source voltage remains zero. If the node has leaked to zero while the plate was high, the falling edge would, by the linear formula, push it to $-2.246$ V. The node would then act as the source, with the gate 2.246 V above it. Before the node gets there, the transistor turns on if its threshold voltage is low enough, or the node's junction to a grounded substrate becomes forward biased, at roughly $-0.7$ V. Either way the assumption of an isolated node fails.

The remaining question is the polarization itself. When the stored state opposes the step, part of it may switch. Let $C_f$ keep its non-switching value of 2.656 fF, and write the additional switched charge as $Q_{sw}\geq0$. Starting from $V_f=V_S=0$, the balance becomes
\begin{align}
C_p(V-V_f)&=C_fV_f+Q_{sw},\\
V_f&=\frac{C_pV-Q_{sw}}{C_p+C_f}. \label{switch}
\end{align}
Switching lowers the voltage that drives it. For constant capacitances the dielectric formula is thus an upper bound on the disturb voltage. There is also a bound on the charge. If a positive voltage is needed to drive the switching, as for a film whose charge rises steadily with voltage, $V_f$ does not pass below zero during the pulse, and
\begin{equation}
Q_{sw}\leq C_pV=0.3\ \mathrm{fF}\times2.5\ \mathrm{V}=0.75\ \mathrm{fC}.
\end{equation}
Complete reversal of a remanent polarization $P_r=20\ \mu\mathrm{C/cm}^2$ requires $2P_rA=40$ fC. The floating node simply cannot pass that much charge in one pulse. A single-domain film whose charge--voltage curve has a region of negative slope can go on switching at negative $V_f$ and exceed the bound, but only after it has been driven to $V_c$, which the 0.254 V available here cannot do.

A model loop shows how much of the bound might be used. Let the switching part of the charge follow the rising branch
\begin{equation}
Q_b(V_f)=AP_s\tanh\left(\frac{V_f-V_c}{2w}\right),\qquad
w=\frac{V_c}{\ln\left[(P_s+P_r)/(P_s-P_r)\right]},
\end{equation}
with $P_s=21\ \mu\mathrm{C/cm}^2$. The width $w$ is chosen so that $Q_b(0)=-AP_r$, the opposing remanent state; here $w=1\ \mathrm{V}/\ln41=0.269$ V. The slope of the total charge at that state is
\begin{equation}
C_f^{\,t}=C_f+\frac{AP_s}{2w}\left(1-\frac{P_r^2}{P_s^2}\right)=6.28\ \mathrm{fF}.
\end{equation}
Using this tangent capacitance in the divider gives $2.5\times0.3/6.58=0.114$ V. Solving the full charge balance on the branch with a numerical root finder gives 0.102 V. The second value is lower because the branch steepens as $V_f$ rises towards $V_c$, so the film takes up more charge than its initial slope predicts.

The size of this error for small steps follows from the next term of the expansion. Write $C'=dC_f^{\,t}/dV_f$ at the stored state, and let $r=C_p/(C_p+C_f^{\,t})$. Then
\begin{align}
C_p(V-V_f)&\simeq C_f^{\,t}V_f+\tfrac12C'V_f^2,\\
\frac{V_f}{V}&\simeq r-\frac{C'r^2}{2(C_p+C_f^{\,t})}\,V,
\end{align}
where $V_f\simeq rV$ was used in the quadratic term. The error of the ratio is proportional to the step. The numerical solutions show this: the ratio differs from $r=0.0456$ by $4.0\times10^{-5}$ for a 20 mV step and by $2.0\times10^{-5}$ for 10 mV. At 2.5 V the tangent formula overestimates the branch solution by about 11\% of the latter.

On this branch the switched charge is 0.447 fC, or 1.1\% of a full reversal, and indeed $(0.75-0.4471)/2.956=0.102$ V. The branch is quasi-static: it assumes that switching keeps up with the pulse. If less charge switches in the time available, the disturb voltage lies between 0.102 and 0.254 V.

When the plate returns to zero, suppose that the switched charge stays switched. Setting the plate voltage to zero in the balance gives
\begin{equation}
V_f=-\frac{Q_{sw}}{C_p+C_f}=-0.151\ \mathrm{V}.
\end{equation}
The node is left positive, and the next pulse starts from this reverse voltage. A further dielectric rise of 0.254 V brings the film back to the voltage it reached in the first pulse, so on this branch a second pulse switches nothing more. That memory is erased if the node is reset to zero between pulses, by leakage or by a brief connection to a grounded bit line while the plate is low. A full read with write-back would instead restore the stored polarization and end the accumulation. With a reset alone, each pulse may switch up to a further 0.75 fC, and complete reversal needs at least $40/0.75=53.3$, hence 54, pulses. This is a lower bound, not a predicted lifetime. On the quasi-static branch used here complete reversal never comes: even with a reset before every pulse, $V_f$ cannot exceed 0.254 V, and the switched charge levels off at 1.47 fC, or 3.7\% of a full reversal. A real film may lose more if switching below the coercive voltage continues with time, and a read error could then occur well before complete reversal.

The permittivity, remanent polarization and coercive field used here are rough typical values for a 10 nm hafnium zirconium oxide film; the area, $C_p$ and circuit voltages are round choices, and $C_p$ in a real array depends on its layout. A permittivity of 25 or 35 in place of 30 would move the dielectric disturb to 0.298 or 0.221 V. Besides switching, real cells break the assumption that $C_p$ is constant, because part of it belongs to the transistor's junction. Let half of $C_p$ be an abrupt junction with zero-bias capacitance $C_j=0.15$ fF and built-in voltage $\phi=0.8$ V. Integrating $C_j/\sqrt{1+V_S/\phi}$ over the node voltage gives its charge, and the balance becomes
\begin{equation}
(C_p-C_j)V_S+2C_j\phi\left(\sqrt{1+\frac{V_S}{\phi}}-1\right)=C_f(V-V_S).
\end{equation}
Its numerical solution gives a disturb of 0.216 V, 15\% below the constant-capacitance value, since the junction capacitance falls as the node rises. Leakage through the film is a much smaller correction in a short pulse: an assumed $10^{-6}\ \mathrm{A/cm}^2$ changes the voltage by about 17 nV in 50 ns. The disturb field is some 6\% of a rough breakdown field of 4 MV/cm. If the node leaks fully to zero, the field becomes 2.5 MV/cm, which is still below that figure but well above the coercive field.

The divider can be turned into a condition on the layout. To keep the disturb at or below a chosen $V_m<V$,
\begin{align}
VC_p&\leq V_m(C_p+C_f),\\
C_p&\leq C_f\,\frac{V_m}{V-V_m}.
\end{align}
For $V_m=V_c=1$ V and the dielectric $C_f$, the limit is $2.656/1.5=1.77$ fF. The condition applies to pulses much shorter than $\tau$, with zero initial film voltage and constant capacitances. It limits the voltage of a single pulse; because a film may switch partly below its coercive voltage, as the model branch does, it does not by itself guarantee that the stored state survives many pulses. On that branch, with $C_p=1.77$ fF and a reset before every pulse, $V_f$ tends to $V_c$ and the switched charge tends to $Q_b(V_c)-Q_b(0)=20$ fC, which removes the remanent polarization altogether, so $V_m$ must be chosen well below $V_c$.

All numerical values are calculated from the stated model.
